How many conditions make two Kramers doublets cross

**Counting conditions before searching for a crossing**

Suppose two electronic states of a heavy-atom radical come close in energy, and a search for their crossing is to be set up. One must decide how many constraints the search has to satisfy, and whether the crossing to be expected is a surface, a line, a point or nothing. A spin-free calculation on a triatomic radical may give a whole line of crossings. If that line runs through bent arrangements, it generally does not survive spin-orbit coupling. The decision rests on a count: two Kramers doublets meet where five real functions of the nuclear coordinates vanish, three if the nuclei have a mirror plane, against two for spin doublets of equal spatial symmetry without spin-orbit coupling.

**Assumptions and the meaning of a condition**

The nuclei are clamped at coordinates R, there is no external magnetic field, and the number N of electrons is odd. H(R) is the Dirac-Coulomb or Dirac-Coulomb-Breit Hamiltonian in the no-pair form, with projectors that respect time reversal and any mirror plane. A two-component Hamiltonian with the same symmetries serves equally well. Its matrix elements are taken to be smooth in R. The two doublets are neighbours in energy and are separated from all other levels.

A condition is one independent equation that lowers the dimension of the solution set by one. The equation gap² = 0 is formally a single equation, but its left side will turn out to be a sum of squares, so it demands that every square vanish. The number of squares is what counts.

**Time reversal**

For one electron, time reversal is

T = −iΣ_y K, (1)

where K is complex conjugation and Σ is the four-component spin matrix. T reverses p, Σ and the Dirac matrices α. It therefore leaves cα·p unchanged, and also βmc² and the real nuclear potential. The Coulomb repulsion is real, and each term of the Breit interaction contains two α matrices, whose sign changes cancel. Since −iΣ_y is a real matrix with square −1, T² = −1 for one electron. For N electrons T is the product of the one-electron operators, so T² = (−1)^N = −1.

An antiunitary operator obeys ⟨Tφ|Tχ⟩ = ⟨χ|φ⟩. With φ = ψ and χ = Tψ this reads

⟨Tψ|T²ψ⟩ = ⟨Tψ|ψ⟩, that is, −⟨Tψ|ψ⟩ = ⟨Tψ|ψ⟩. (2)

Hence ψ and Tψ are orthogonal. They have the same energy because T commutes with H, and they form a Kramers doublet.

**Reduction to four states without approximation**

Let P(R) project on the four states of the two doublets. T maps each energy eigenspace to itself, so PT = TP. At a reference arrangement choose four orthonormal vectors spanning the two-doublet space, in the order b₁, Tb₁, b₂, Tb₂ and make them the columns of a fixed matrix B. Near that arrangement M = B†PB is positive definite, and

U = PB M^(−1/2), H_eff = U†HU. (3)

Since U†U = M^(−1/2) B†PB M^(−1/2) = 1, the columns of U are an orthonormal basis of the two-doublet space. H_eff has the four energies themselves as eigenvalues, not approximations to them. It is smooth in R even at a crossing, because P refers to the four states together.

On coefficient vectors c, time reversal acts as t:

T(Bc) = B(tc), tc = (1 ⊗ ε)c*, ε = −iσ_y. (4)

The matrix ε has rows (0, −1) and (1, 0), which express T(b) = Tb and T(Tb) = −b. The adjoint of TB = Bt is B†T = tB†, because T† = −T and t† = −t. It follows that Mt = B†PTB = B†TPB = tM. M has real eigenvalues, so t maps each of its eigenspaces to itself and M^(−1/2) also commutes with t. Therefore TU = Ut, and H_eff commutes with t.

**The five functions**

Divide H_eff into 2×2 blocks. Each block X must satisfy εX*ε⁻¹ = X. Write X = x₀ + x·σ with complex coefficients. The matrices σ_x and σ_z are real and anticommute with σ_y, while σ_y commutes with itself but changes sign on conjugation. In all three cases

εσ_k*ε⁻¹ = −σ_k. (5)

So x₀ must be real and the three components of x imaginary. A diagonal block is also Hermitian, which removes its imaginary part. With w and a = (a_x, a_y, a_z) real,

H_eff = [[h₀ + Δ, V], [V†, h₀ − Δ]], V = w + i a·σ. (6)

Because (a·σ)² = |a|², the cross terms in VV† cancel:

VV† = V†V = (w + i a·σ)(w − i a·σ) = w² + |a|². (7)

In the square of H_eff − h₀ the off-diagonal blocks are ΔV − VΔ = 0 and its adjoint, and each diagonal block is Δ² + w² + |a|². The square is thus a multiple of the unit matrix. The trace of H_eff − h₀ is zero, so both signs of the root occur twice:

E± = h₀ ± √(Δ² + w² + a_x² + a_y² + a_z²). (8)

The doublets coincide if and only if

Δ = w = a_x = a_y = a_z = 0. (9)

Any five real numbers give a matrix (6) allowed by time reversal, so the symmetry imposes no relation among them. The statement does not depend on the basis either, since (9) says that H_eff is a multiple of the unit matrix.

Call the five functions F₁ to F₅. If their gradients g₁ to g₅ are linearly independent at a crossing, the implicit function theorem makes the crossing set there a smooth seam of dimension n − 5, where n is the number of internal coordinates. For a small displacement δR from the seam,

E₊ − E₋ ≈ 2√[Σ_α (g_α·δR)²]. (10)

The gap opens linearly along five independent directions. Two warnings belong here. The count does not guarantee that a crossing exists, because five functions need not have a common zero. If the gradients are dependent, the seam can have a larger dimension than n − 5.

**A mirror plane**

Let all nuclei lie in the plane z = 0, or more generally let the arrangement be symmetric under z → −z. A reflection is an inversion followed by a rotation through π about z. The inversion contributes β to the Dirac spinor and the rotation contributes exp(−iπΣ_z/2) = −iΣ_z, so for one electron

S = −iβΣ_z × (z → −z), S² = −1. (11)

T changes i to −i and Σ_z to −Σ_z, hence TS = ST. For odd N the product operator again has S² = −1 and eigenvalues ±i. If Sψ = iψ, then

S(Tψ) = T(Sψ) = T(iψ) = −i Tψ. (12)

Each doublet has one member in each sector. T exchanges the sectors, so it fixes the second from the first but puts no restriction within either. In the sector +i the two doublets are described by a general 2×2 Hermitian matrix, with diagonal h₀ ± Δ and a complex off-diagonal element v. Its gap is

E₊ − E₋ = 2√[Δ² + (Re v)² + (Im v)²], (13)

which gives three conditions.

The surviving functions can be identified in (6). Build the basis from spin doublets with orbital parity π₁ and π₂ under the reflection, +1 for A′ and −1 for A″. On pair i, S acts as π_i(−iσ_z), and invariance of H_eff requires

σ_z V σ_z = π₁π₂ V. (14)

Conjugation by σ_z preserves 1 and σ_z and reverses σ_x and σ_y. For two states of equal parity Δ, w and a_z remain. For an A′/A″ pair Δ, a_x and a_y remain. The number is three in both cases. With spin-orbit coupling the distinction is in fact only a labelling: replacing b₂ by Tb₂ exchanges the two eigenvalues of S in the second pair, which has the same effect as reversing π₂.

**Without spin-orbit coupling**

A spin-free Hamiltonian is invariant under rotations of the spin alone. For two states of total spin ½, choose b₁ and b₂ as the spin-up components with real spatial parts, which is possible because the spin-free Hamiltonian is real. Tb₁ and Tb₂ are then their spin-down partners, and a spin rotation acts on both pairs by the same 2×2 matrix. V must then commute with all three σ_k, so a = 0, and

E₊ − E₋ = 2√(Δ² + w²). (15)

This is the familiar pair of conditions for states of the same spatial symmetry. For an A′/A″ pair in Cs, (14) also removes w, and Δ = 0 is the one remaining condition.

Comparison of (15) with (8) shows what spin-orbit coupling does to a known spin-free crossing. It supplies the vector a and, through coupling to other states, generally shifts Δ and w as well. Where Δ and w still vanish, the gap is 2|a|, and the crossing survives only if a vanishes too. In Cs, for states of equal parity, a_z alone has to vanish.

**Dimensions of seams**

A nonlinear triatomic molecule has three internal coordinates and is planar. Without spin-orbit coupling, a crossing of two doublets of the same symmetry generally forms a line, 3 − 2 = 1. With it, the dimension is 3 − 3 = 0, so crossings are isolated points if they exist. A search that follows a spin-free line into a relativistic calculation should therefore expect avoided crossings along it. An isolated crossing that remains generally lies off the line, because three functions of the one coordinate along the line need not vanish together. The search must therefore be free to leave the line. The spin-orbit shifts of Δ and w arise only through other states and begin at second order, so for weak coupling the offset is of second order and the crossing lies close to a point of the line where a_z vanishes.

A four-atom molecule has six internal coordinates. At nonplanar arrangements the seam has dimension 6 − 5 = 1. Within the planar arrangements there are five coordinates and three conditions, and the dimension is 2. The planar seam is thus larger than the general count in the full space suggests. The reason lies in the gradients. Let u be the one out-of-plane coordinate, and choose B adapted to S. Reflection changes u to −u, leaves three of the functions unchanged and reverses the other two. The three even functions have no first derivative along u. The two odd ones vanish at u = 0 for every planar arrangement, so their gradients both point along u and are parallel. At most 3 + 1 = 4 gradients are independent, and the assumption behind n − 5 fails.

**Counting the conditions numerically**

The count can be made without the form (6). Take eight-state Hamiltonians with levels at −2, 0, 0 and 2 eV, each a doublet, add a small random term of the required symmetry, and allow eight further random terms of that symmetry with adjustable strengths. At a crossing of the middle doublets, the rank of the derivative of the traceless part of H_eff with respect to these strengths is the number of independent conditions. The ranks found are 5 without spatial symmetry, 3 for both kinds of pair in Cs, 2 without spin-orbit coupling and 1 for the spin-free A′/A″ pair.

With as many adjustable strengths as the rank, the gap closes below 10⁻¹⁰ eV. With one fewer, a local minimization leaves 2.7 × 10⁻⁴ eV in the case without spatial symmetry, and between 1.6 × 10⁻⁴ and 1.5 × 10⁻³ eV in the others. For the spin-free A′/A″ pair no adjustable strength is then left, so its value, 3.1 × 10⁻⁴ eV, is simply the initial gap. The size of these remainders depends on the random draw; that they are not zero is the point. These are single draws and local searches, which illustrate the proof and do not replace it.

**A p electron in a quadrupolar field**

A model in which all crossings can be found has one p electron, spin-orbit coupling and a traceless real symmetric field A from the surroundings:

H = A + (ζ/ħ²) l·s. (16)

A has five independent components. They are normalized as

A = q₁ diag(1, −1, 0)/√2 + q₂ diag(−1, −1, 2)/√6 + (q₃X_xy + q₄X_xz + q₅X_yz)/√2, (17)

where X_ij has ones at the positions ij and ji. Then tr A² = |q|². In a molecule the five q would be functions of R.

Rotate orbital and spin axes together, which leaves l·s unchanged, until A = diag(a, b, c) with a + b + c = 0. In the basis p_x, p_y, p_z one has (l_k)_ij = −iħε_kij and s = ħσ/2. With λ = ζ/2, the spinors u_x, u_y, u_z multiplying the three orbitals obey

(a − E)u_x − iλσ_z u_y + iλσ_y u_z = 0,
(b − E)u_y + iλσ_z u_x − iλσ_x u_z = 0,
(c − E)u_z − iλσ_y u_x + iλσ_x u_y = 0. (18)

Substitute u_k = σ_k v_k and multiply the three lines by σ_x, σ_y and σ_z respectively. The coupling terms then contain products of three different Pauli matrices, equal to i in cyclic order and −i otherwise. In the first line, −iλσ_xσ_zσ_y = −iλ(−i) = −λ and iλσ_xσ_yσ_z = iλ(i) = −λ. The other lines give −λ in the same way. The Pauli matrices have disappeared, and the three doublet energies are the eigenvalues of

W = [[a, −λ, −λ], [−λ, b, −λ], [−λ, −λ, c]]. (19)

A double eigenvalue E requires W − E to have rank at most one, so all its 2×2 minors vanish. Rows 1 and 2 with columns 1 and 3 give

−λ(a − E) − λ² = 0. (20)

For λ ≠ 0 this means a = E − λ. The corresponding minors give b = c = E − λ. Then a = b = c, and zero trace makes A = 0. With spin-orbit coupling, two doublets of this model cross if and only if all five components of q vanish. If the field is symmetric under z → −z, q₄ and q₅ are absent and three components must vanish.

For λ = 0 the energies are a, b and c. They cross when two of them are equal, which means A = g(nnᵀ − 1/3) with a unit vector n. The strength g and the direction n supply three parameters within a five-dimensional space, hence two conditions.

**How strongly the crossing is avoided**

Expanding det(W − E) = 0 with a + b + c = 0 and ab + bc + ca = −|q|²/2 gives

E³ − (|q|²/2 + 3ζ²/4)E + ζ³/4 − det A = 0. (21)

Let β = |q|/√6. The cubic for the eigenvalues of A, which is (21) at ζ = 0, has three real roots. Its discriminant 4(3β²)³ − 27(det A)² is therefore not negative, and |det A| ≤ 2β³. The discriminant of (21), the product of the squared differences of the three energies, is then, for λ ≥ 0 (for λ < 0 replace λ by |λ| in the last two lines),

D = 108(λ² + β²)³ − 27(2λ³ − det A)²
≥ 108[(λ² + β²)³ − (λ³ + β³)²]
= 108λ²β²(3λ² − 2λβ + 3β²). (22)

The last bracket is positive unless λ = β = 0, so this confirms the result and bounds D from below.

For |q| ≪ ζ the upper two doublets come from p₃/₂. At A = 0 they belong to vectors orthogonal to (1, 1, 1). In the basis (1, −1, 0)/√2 and (1, 1, −2)/√6, the field has diagonal elements −c/2 and c/2 and off-diagonal element (a − b)/√12. Since |q|² = 3c²/2 + (a − b)²/2, the first-order gap is

2√[c²/4 + (a − b)²/12] = √(2/3)|q|. (23)

It is the same in every direction of the five-dimensional space. The five conditions are therefore independent here.

**Numbers**

Take the round values ζ = 0.20 eV and q = (0.010, 0.020, 0.015, 0.008, 0.012) eV. The free-atom doublets lie at −0.20, 0.10 and 0.10 eV. The sum of squares of q is 0.000933 eV², so |q| = 0.03055 eV, and (23) gives 0.8165 × 0.03055 = 0.02494 eV. Diagonalization of (16) gives 0.02492 eV, or 201 cm⁻¹. The closeness of these two values is special to this q. Putting E = λ + x in (21) gives 3λx² + x³ − 3β²x − 3λβ² − det A = 0. To leading order x = ±β, so the gap is 2β = √(2/3)|q|. Setting x = ±β + y and keeping the lowest terms gives ±6λβy ∓ 2β³ − det A = 0, so y = β²/(3λ) ± det A/(6λβ), and the gap becomes 2β + det A/(3λβ). Since |det A| ≤ 2β³, this correction can reach the fraction β/(3λ) of the first-order gap, about 4% for this |q|. Here det A = 1.96 × 10⁻⁸ eV³, far below 2β³ = 3.9 × 10⁻⁶ eV³, so this correction is only +5 × 10⁻⁶ eV. The next order, which for det A = 0 adds ∓β³/(18λ²) to x, changes the gap by −β³/(9λ²) = −2.2 × 10⁻⁵ eV. The two together account for the difference of −1.6 × 10⁻⁵ eV between 0.024924 and 0.024940 eV. The discriminant is 5.12 × 10⁻⁶ eV⁶, above its bound of 4.70 × 10⁻⁶ eV⁶.

Now remove components one after another. Without q₄ the gap is 0.0236 eV, and without q₅ as well it is 0.0215 eV. The field is then mirror-symmetric, and one reflection sector reproduces all three doublet energies, as (12) requires. Removing q₃ and q₁ leaves 0.0183 and then 0.0168 eV. The gap closes when the fifth component, q₂, is removed. If instead the three mirror-even components are removed and q₄ and q₅ are kept, a gap of 0.0118 eV remains. For ζ ≠ 0, three conditions suffice in this model only if the other two components vanish as well, which a mirror-symmetric field ensures.

For the uniaxial case take g = −0.06 eV and n = (1, 2, 2)/3. Without spin-orbit coupling the levels are 2g/3 = −0.04 eV and, twice, −g/3 = 0.02 eV. They cross although no component of the matrix A vanishes in the chosen axes. With ζ = 0.20 eV the levels become −0.2028, 0.0828 and 0.1200 eV, and the smallest gap is 0.0372 eV. The weak-field estimate (23), with |q| = √(2/3)|g|, is 2|g|/3 = 0.040 eV, about 8% above the computed gap. For this negative g the degenerate pair is the upper one and ends in p₃/₂, so with ζ the larger energy the crossing is lifted by an amount set mainly by the field. For g = +0.06 eV the degenerate pair is the lower one and is split by 0.28 eV, close to 3ζ/2.

**Where the count does not apply**

For an even number of electrons T² = +1, and (2) no longer yields doublets. A magnetic field removes the commutation with T. Spatial symmetry other than a single mirror plane can impose different relations and needs its own count. At linear arrangements the projection Ω of the angular momentum on the axis is conserved, so V = 0 between a doublet with |Ω| = 1/2 and one with |Ω| = 3/2, and Δ = 0 is the only condition. A linear triatomic has two coordinates, so a spin-free Σ–Π line can survive there, generally displaced, as a line of such crossings. An approximate method must also preserve the symmetries used: if its effective Hamiltonian breaks time reversal or is not Hermitian, as in coupled-cluster theory, the form (6) does not follow, and its computed crossings need not obey the five-condition rule. The numerical output below gives the values used here.

Computed values

```
Random model: levels -2, 0, 0, 2 eV; mistuning factor 0.001
k = measured rank; smallest gap with k-1 and with k parameters
  SOC, no symmetry     k = 5: 2.71e-04 eV, closed below 1e-10 eV: True
  SOC, Cs, A'/A'       k = 3: 1.65e-04 eV, closed below 1e-10 eV: True
  SOC, Cs, A'/A''      k = 3: 1.50e-03 eV, closed below 1e-10 eV: True
  no SOC, no symmetry  k = 2: 1.64e-04 eV, closed below 1e-10 eV: True
  no SOC, Cs, A'/A''   k = 1: 3.10e-04 eV, closed below 1e-10 eV: True
Seam dimension = coordinates - conditions
  3 atoms, no SOC (same symmetry): 1
  3 atoms, SOC (always planar)   : 0
  4 atoms, SOC, nonplanar        : 1
  4 atoms, SOC, inside planar set: 2
p electron: zeta = 0.20 eV
  free-atom doublets (eV): [-0.2  0.1  0.1]
  q(x2-y2, z2, xy, xz, yz) (eV): [0.01  0.02  0.015 0.008 0.012]
  |q| = 0.030545 eV, det A = 1.9596e-08 eV^3
  doublets in the field (eV): [-0.201035  0.088055  0.112979]
  upper gap = 0.024924 eV = 201.02 cm^-1
  weak-field gap sqrt(2/3)|q| = 0.024940 eV
  discriminant = 5.1191e-06 eV^6, lower bound = 4.6977e-06 eV^6
Upper gap as components are removed in turn:
  xz    removed: 0.023636 eV
  yz    removed: 0.021491 eV
  xy    removed: 0.018348 eV
  x2-y2 removed: 0.016762 eV
  z2    removed: 0.000000 eV
  only xz and yz present: 0.011773 eV
Mirror-symmetric field, levels of sector +i (eV): [-0.200822  0.089665  0.111157]
Uniaxial field g(nn - 1/3), g = -0.06 eV, n = (1,2,2)/3
  field matrix (meV): [[13.333, -13.333, -13.333], [-13.333, -6.667, -26.667], [-13.333, -26.667, -6.667]]
  doublets, zeta = 0 (eV): [-0.04  0.02  0.02]
  doublets, zeta = 0.20 eV (eV): [-0.202829  0.082829  0.12    ]
  smallest gap: 0.000000 eV without SOC, 0.037171 eV with SOC
```
